# The Bernard–Duraffourg condition for optical gain in a semiconductor, part 2

A pumped semiconductor holds extra electrons in its conduction band and extra holes in its valence band. The problem is to find the photon energies $\omega$ at which a weak beam is amplified, and what decides them. Hartree atomic units are used ($\hbar=m_e=e=4\pi\varepsilon_0=1$, $c\approx137.0$), and the temperature $T$ is an energy.

Independent electrons occupy conduction states of energy $E_c$ and valence states of energy $E_v$. Each band is in equilibrium within itself, with its own quasi-Fermi level, $\mu_c$ or $\mu_v$, and both share one temperature $T>0$. The electron occupations are

$$f_c=\frac1{e^{(E_c-\mu_c)/T}+1},\qquad f_v=\frac1{e^{(E_v-\mu_v)/T}+1}.$$

We write $x=(E_c-\mu_c)/T$, $y=(E_v-\mu_v)/T$ and $D=\mu_c-\mu_v$. The light drives a pair upward and downward with the same golden-rule rate $w_{cv}$, so absorption and stimulated emission have the rates

$$r_{\rm up}=w_{cv}f_v(1-f_c),\qquad r_{\rm down}=w_{cv}f_c(1-f_v).$$

The gain coefficient $g$, defined by $dI/dz=gI$ for a beam of intensity $I$ travelling along $z$, is

$$g(\omega)=\frac{4\pi^2}{n_rc\,\omega V}\sum_{c,v}|p_{cv}|^2\,(f_c-f_v)\,\delta(E_c-E_v-\omega),$$

with $n_r$ the refractive index, $V$ the volume and $p_{cv}$ the momentum matrix element along the polarization. For every contributing pair, $f_c-f_v$ has the sign of $y-x=(D-\omega)/T$, whatever the shape of the bands. With $E_g$ the smallest energy of an allowed transition, gain therefore requires $E_g<\omega<D$.

The question now to be answered is this.

### (e) Why is the separation of the quasi-Fermi levels the limit?

*Find the ratio of stimulated emission to absorption at a given photon energy, and interpret the limit thermodynamically. Must the conduction states be more than half full?*

**Solution.** From the Fermi functions, $f_c/(1-f_c)=e^{-x}$ and $(1-f_v)/f_v=e^{y}$. The light drives each pair equally in both directions, so the ratio of the two rates is a ratio of occupation factors:

$$\frac{r_{\rm down}}{r_{\rm up}}=\frac{f_c(1-f_v)}{f_v(1-f_c)}=e^{y-x}=e^{(D-\omega)/T}.$$

Because the ratio is the same for all pairs at this $\omega$, the summed rates have it too. Emission wins when the exponent is positive. This restates the condition with a definite number attached: one thermal energy below the limit, emission exceeds absorption by a factor $e$.

The limit can be read as a statement about work. At fixed volume and temperature, the free energy $F$ of the electrons changes by

$$dF=\mu_c\,dN_c+\mu_v\,dN_v ,$$

where $N_c$ and $N_v$ are the numbers of electrons in the two bands. Moving one electron down means $dN_c=-1$ and $dN_v=+1$, so $F$ falls by $\mu_c-\mu_v=D$. This fall is the largest work that the step can deliver at constant temperature. A coherent beam receives the photon energy $\omega$ as work, since an ideal coherent wave carries no entropy. Net amplification is thus allowed for $\omega<D$ and forbidden for $\omega>D$, in agreement with the microscopic result.

Three cases follow.

- In full equilibrium $\mu_c=\mu_v$ and $D=0$. The material absorbs at all photon energies where transitions are allowed.
- If $0<D<E_g$, the material is pumped but the window is closed. Absorption is weakened, since $f_c-f_v$ is less negative than without pumping, but it is not reversed.
- If $D>E_g$, the window is open and its width is $D-E_g$.

Gain requires $f_c>f_v$ and nothing more. It does not require $f_c>1/2>f_v$. A pair may have both of its states mostly full, or both mostly empty, and still amplify. For given quasi-Fermi levels, such pairs owe their contribution to the temperature. As $T\to0$ with $\mu_c$ and $\mu_v$ held fixed, the Fermi functions become steps, and a pair with $x$ and $y$ of the same sign has two occupations that both tend to 1 or both tend to 0. Its gain tends to zero. (At a fixed carrier density the quasi-Fermi levels move on cooling, and the gain of such a pair can grow instead.) At $T=0$ itself the condition $\omega<D$ is therefore still necessary, but it no longer guarantees gain.

### (f) What does the gain look like for parabolic bands?

*Take energies from the top of the valence band and let*

$$E_c=E_g+\frac{k^2}{2m_c},\qquad E_v=-\frac{k^2}{2m_v}.$$

*The light couples states of equal wave vector $\mathbf k$ and equal spin, with a constant $|p_{cv}|^2$. Find $g(\omega)$, and the equations that fix $\mu_c$ and $\mu_v$.*

**Solution.** The separation of a vertical pair is

$$E_c-E_v=E_g+\frac{k^2}{2}\left(\frac1{m_c}+\frac1{m_v}\right)=E_g+\frac{k^2}{2m_r},\qquad \frac1{m_r}=\frac1{m_c}+\frac1{m_v}.$$

The sum over pairs has become a sum over wave vectors and two spins. For a large volume,

$$\frac1V\sum_{c,v}\;\to\;\frac{2}{(2\pi)^3}\int_0^\infty4\pi k^2\,dk=\frac1{\pi^2}\int_0^\infty k^2\,dk .$$

The occupations and the matrix element can be evaluated at the one value of $k$ that the delta function selects. What remains is the joint density of states,

$$J(\omega)=\frac1{\pi^2}\int_0^\infty k^2\,\delta\!\left(E_g+\frac{k^2}{2m_r}-\omega\right)dk .$$

The argument of the delta function has the derivative $k/m_r$, which divides the result. With $k=\sqrt{2m_r(\omega-E_g)}$,

$$J(\omega)=\frac{k^2}{\pi^2}\,\frac{m_r}{k}=\frac{m_rk}{\pi^2}=\frac{(2m_r)^{3/2}}{2\pi^2}\sqrt{\omega-E_g},\qquad \omega>E_g .$$

The last form uses $m_r\sqrt{2m_r}=(2m_r)^{3/2}/2$. The gain coefficient is

$$g(\omega)=\frac{4\pi^2|p_{cv}|^2}{n_rc\,\omega}\,J(\omega)\,(f_c-f_v).$$

The occupations are taken at the energies of the selected pair. Since $k^2/2=m_r(\omega-E_g)$,

$$E_c=E_g+\frac{m_r}{m_c}(\omega-E_g),\qquad E_v=-\frac{m_r}{m_v}(\omega-E_g).$$

The gain vanishes at the lower edge because $J$ does, and at the upper edge because $f_c-f_v$ does. Its maximum lies between them.

The quasi-Fermi levels follow from the densities of electrons and holes,

$$n=\frac1{\pi^2}\int_0^\infty k^2f_c\,dk,\qquad p=\frac1{\pi^2}\int_0^\infty k^2(1-f_v)\,dk .$$

The first integral rises with $\mu_c$, and the second rises as $\mu_v$ falls. If $n=p$ is increased, $D$ therefore grows steadily. The density at which $D=E_g$ is the transparency density, above which the window is open.

### (g) What are the numbers for a model material?

*Take $E_g=0.05$ hartree, $m_c=0.07$, $m_v=0.5$, $T=0.001$ hartree (about 316 K), $|p_{cv}|^2=0.15$, $n_r=3.5$ and $n=p=4\times10^{-7}$ bohr$^{-3}$. These are round model values, and the narrowing of the gap by the interaction between the carriers is left out. Find the window, the occupations and the largest gain.*

**Solution.** Solving the two density equations numerically gives $\mu_c=0.053461$ and $\mu_v=0.001168$ hartree. Hence

$$D=0.053461-0.001168=0.052293\ \text{hartree},$$

and the window has the width $D-E_g=0.002293$ hartree, or about $2.3\,T$. It extends from 1.361 to 1.423 eV.

The conduction level lies inside its band, $0.003461$ hartree above the band edge. The valence level lies *above* the top of its band, in the gap. The heavy valence band has many states, and the holes are spread thinly over them. The window is open all the same, because the difference of the levels is what counts.

The numerical maximum of $g$ is at $\omega=0.050948$ hartree, so $\omega-E_g=0.000948$. The reduced mass is $m_r=0.0614$. The conduction electron of this pair has the energy $(0.0614/0.07)\times0.000948=0.000832$ above its band edge, and the valence state lies $(0.0614/0.5)\times0.000948=0.000116$ below the valence top. Therefore

$$x=\frac{0.000832-0.003461}{0.001}=-2.629,\qquad y=\frac{-0.000116-0.001168}{0.001}=-1.284 .$$

Their difference $y-x=1.345$ agrees with $(D-\omega)/T=(0.052293-0.050948)/0.001$. The occupations are $f_c=0.933$ and $f_v=0.783$, with the difference $0.1496$. The joint density of states is

$$J=\frac{(0.1228)^{3/2}}{2\pi^2}\sqrt{0.000948}\approx6.71\times10^{-5},$$

and the gain is

$$g=\frac{4\pi^2\times0.15}{3.5\times137.0\times0.050948}\times6.71\times10^{-5}\times0.1496\approx2.43\times10^{-6}\ \text{bohr}^{-1},$$

or about 460 cm$^{-1}$. The occupations across the window are:

| $\omega$ (hartree) | $f_c$ | $f_v$ | $f_c-f_v$ |
|---|---|---|---|
| 0.050000 | 0.970 | 0.763 | +0.207 |
| 0.050948 | 0.933 | 0.783 | +0.150 |
| 0.052293 | 0.810 | 0.810 | 0 |
| 0.053293 | 0.639 | 0.828 | −0.189 |

At the gain maximum the valence state is still 78% full. This is a case in which both states of the pair are mostly occupied and the light is amplified. At the upper limit both occupations equal 0.81, not one half.

The transparency density is $2.00\times10^{-7}$ bohr$^{-3}$, about half the density chosen here.

The numerical check also obtains the gain without the golden rule, by following the Schrödinger equation during a weak pulse. At the maximum it gives $2.422\times10^{-6}$ bohr$^{-1}$, against $2.433\times10^{-6}$ from the formula. At $\omega=D$, where the formula gives zero, the pulse gives $-1.3\times10^{-8}$ bohr$^{-1}$, about 0.5% of the maximum gain. A pulse of finite length contains a narrow range of photon energies and averages $g$ over them. Half a thermal energy below and above $D$ the formula gives $+1.502\times10^{-6}$ and $-2.318\times10^{-6}$ bohr$^{-1}$. Their mean is negative, so the curve bends downward there, and an average centred on $D$ should come out slightly negative, as it does.

### (h) When does the upper limit move?

*First let the two bands have different temperatures $T_c$ and $T_v$. Then return to one temperature, but replace the sharp transition energy by a line of finite width.*

**Solution.** With two temperatures, $f_c>f_v$ still means $x<y$, but each energy is now divided by its own temperature:

$$\frac{E_c-\mu_c}{T_c}<\frac{E_v-\mu_v}{T_v}.$$

The energies no longer combine into $E_c-E_v$. The sign depends on how the photon energy is shared between the two states, and this is a matter of band shape. Let the excess energy be $u=\omega-E_g$, with a fraction $a$ going to the conduction state and $b=1-a$ to the valence state, so that $E_c=E_g+au$ and $E_v=-bu$. The sign changes where

$$\frac{au-(\mu_c-E_g)}{T_c}=\frac{-bu-\mu_v}{T_v}.$$

Collecting the terms in $u$ on one side gives

$$u=\frac{(\mu_c-E_g)/T_c-\mu_v/T_v}{a/T_c+b/T_v}.$$

For $T_c=T_v$ the denominator is $(a+b)/T=1/T$, and $u=\mu_c-\mu_v-E_g$ whatever the value of $a$. This is the earlier result.

Now keep the quasi-Fermi levels of part (g), and raise the conduction temperature to $T_c=0.0015$ while $T_v=0.001$ hartree. The numerator is $0.003461/0.0015-0.001168/0.001=1.139$. The parabolic bands have $a=m_r/m_c=0.877$ and $b=m_r/m_v=0.123$, so

$$u=\frac{1.139}{0.877/0.0015+0.123/0.001}\approx0.00161\ \text{hartree}.$$

The sign change is at $\omega=0.05161$ hartree. A second pair of bands, shaped as cosines and mirror images of each other, has $a=b=1/2$. It gives

$$u=\frac{1.139}{0.5/0.0015+0.5/0.001}\approx0.00137\ \text{hartree},$$

and a sign change at $0.05137$ hartree. Neither value equals $D=0.05229$ hartree, and they differ from each other. At equal temperatures the numerical check finds the sign change at $D$ for both band shapes. The common temperature is thus essential to the independence of band shape.

For the second question, suppose that collisions limit the life of the states. A simple model replaces the delta function by a Lorentzian of half-width $\Gamma$:

$$\delta(E_c-E_v-\omega)\;\to\;\frac{\Gamma/\pi}{(E_c-E_v-\omega)^2+\Gamma^2}.$$

Pairs with many different separations now contribute at one photon energy. The sign of each contribution is that of $D-(E_c-E_v)$, no longer that of $D-\omega$. At $\omega=D$, pairs with smaller separations amplify while pairs with larger separations absorb. The sum has no common sign, and nothing makes it vanish at $D$.

In the example the absorbing side is stronger. Half a thermal energy from $D$, the sharp-line values quoted in part (g) are $2.318\times10^{-6}$ bohr$^{-1}$ of loss above and $1.502\times10^{-6}$ of gain below. One thermal energy above $D$ the loss is $5.47\times10^{-6}$ bohr$^{-1}$, more than twice the largest gain anywhere in the window. For $\Gamma=10^{-4}$ hartree the computed upper sign change is at $0.05203$ hartree, which is $0.00026$ hartree below $D$. (The broadened gain also changes sign just below $E_g$, and below that point the model gives absorption inside the gap.) The shift is larger than $\Gamma$ itself, and the asymmetry close to $D$ gives only a small part of it. Keeping only pairs whose separation lies within one thermal energy of $\omega$ gives a shift of about $0.00003$ hartree, and within five thermal energies about $0.00012$ hartree. The rest comes from strongly absorbing pairs far above $D$. The slowly falling tail of the Lorentzian still reaches them, and their number keeps growing because the parabolic bands have no upper end. The size of the shift therefore depends on the bands far from the window. The shift is possible because the Lorentzian model gives the upward and the downward transition of a pair the same weight, whatever the mismatch $\epsilon=E_c-E_v-\omega$. Suppose instead that the collisions exchange $\epsilon$ with surroundings at the same temperature $T$. The downward step then hands $\epsilon$ to the surroundings and the upward step takes it from them. The two steps have the same squared matrix element, but they start from states of the surroundings whose Boltzmann weights are in the ratio $e^{\epsilon/T}$, in favour of the downward step. With the occupation factors of part (e), the ratio for the pair is $e^{(D-E_c+E_v)/T}\,e^{\epsilon/T}=e^{(D-\omega)/T}$. This is again the same for every pair, so the sign change stays at $D$, as the work argument of part (e) suggests. The lower edge $E_g$ is not kept in the same way. A pair with separation above $E_g$ can emit a photon below $E_g$ and hand the difference to the surroundings. The ratio $e^{(D-\omega)/T}$ then gives gain below $E_g$ wherever the broadened line has weight and $\omega<D$, even when $D<E_g$. The lower bound $E_g$, and the closed window of part (e), belong to sharp transitions.

The upper limit $\omega=\mu_c-\mu_v$ thus rests on one temperature shared by both bands, and on transitions that are either sharp or broadened by exchange of energy with surroundings at that same temperature. A line shape such as the Lorentzian, which ignores this thermal weighting, moves the limit. Where the conditions hold and the quasi-Fermi levels are given, the shape of the bands and the strength of the coupling decide how large the gain is, but they cannot carry it beyond this limit. At a given carrier density the shape of the bands does matter for the limit, because it helps to set the quasi-Fermi levels themselves.

## Calculated quantities

```
MODEL INPUT
gap = 0.0500 hartree
masses: m_c = 0.07, m_v = 0.5, m_r = 0.06140 m_e
thermal energy T = 0.0010 hartree = 315.8 K
|p_cv|^2 = 0.15 a.u.; refractive index = 3.5
density n = p = 4.00e-07 bohr^-3 = 2.699e+18 cm^-3
QUASI-FERMI LEVELS AND WINDOW
mu_c = 0.053461 hartree; mu_c - gap = 0.003461 hartree
mu_v = 0.001168 hartree
mu_c - mu_v = 0.052293 hartree
window width = 0.002293 hartree
window = 1.3606 to 1.4230 eV
transparency density = 2.0023e-07 bohr^-3
peak at omega = 0.050948 hartree
peak gain = 2.4333e-06 bohr^-1 = 459.8 cm^-1
OCCUPATIONS: omega (hartree), f_c, f_v, f_c - f_v
0.050000  0.9695  0.7627  +0.2068
0.050948  0.9327  0.7831  +0.1496
0.052293  0.8099  0.8099  -0.0000
0.053293  0.6392  0.8281  -0.1888
PULSE TEST: omega (hartree), g from pulse, g from formula (bohr^-1)
0.049000  -2.164e-19  +0.000e+00
0.050948  +2.422e-06  +2.433e-06
0.051793  +1.490e-06  +1.502e-06
0.052293  -1.338e-08  -8.210e-21
0.052793  -2.331e-06  -2.318e-06
0.053293  -5.483e-06  -5.474e-06
RANDOM MODELS: number = 200
highest photon energy with gain = 0.052200 hartree
lowest photon energy with loss = 0.052300 hartree
largest relative error of down/up ratio = 9.3e-15
SIGN CHANGE OF f_c - f_v (hartree)
equal T: parabolic 0.052293, cosine 0.052293
conduction-band T raised to 0.0015 hartree, same mu_c, mu_v:
  parabolic 0.051610, cosine 0.051367
Lorentzian half-width = 1.0e-04 hartree
sign change of broadened gain = 0.052029 hartree
```
